# The Friedel Sum Rule and the Conductance of a Single-Atom Bridge, part 2

How does the charge added by a one-atom silver bridge fix its conductance $G$? The atom $|a\rangle$ joins two identical chains with orbitals $|l_j\rangle$ and $|r_j\rangle$, where $j=1,2,\dots$ counts sites outward. For each of two equivalent spins,

$$
\begin{aligned}
H={}&-t\sum_{j\ge1}\big(|l_{j+1}\rangle\langle l_j|+|r_{j+1}\rangle\langle r_j|+\text{h.c.}\big)+\varepsilon|a\rangle\langle a|\\
&-\big(V_L|a\rangle\langle l_1|+V_R|a\rangle\langle r_1|+\text{h.c.}\big).
\end{aligned}\tag{1}
$$

The level $\varepsilon$ includes any static mean field. Energies are in eV, distances along a chain in sites. Lead waves have $E=-2t\cos k$, $0<k<\pi$. With $V^2=V_L^2+V_R^2$, define

$$|e_j\rangle=\frac{V_L|l_j\rangle+V_R|r_j\rangle}{V},\qquad
|o_j\rangle=\frac{V_R|l_j\rangle-V_L|r_j\rangle}{V}. \tag{3}$$

Only the even channel $|e_j\rangle$ meets the atom; the odd channel has zero phase. The even amplitude is

$$\psi_j=\sin(kj+\delta), \tag{5}$$

continued to $\psi_0=\sin\delta$. The atomic amplitude $b$ obeys $Eb=\varepsilon b-V\psi_1$. The width $\Gamma$, shift $\Lambda$ and phase $\delta$ satisfy

$$\frac{\Gamma}{2}=\frac{V^2\sin k}{t},\qquad
\Lambda=-\frac{V^2\cos k}{t}=\frac{V^2E}{2t^2}. \tag{9}$$

$$\cot\delta=\frac{\varepsilon+\Lambda-E}{\Gamma/2},\qquad 0<\delta<\pi. \tag{10}$$

$$\sin^2\delta=\frac{(\Gamma/2)^2}{(E-\varepsilon-\Lambda)^2+(\Gamma/2)^2}. \tag{11}$$

Relative to the leads without the atom, the number of added electrons of both spins at Fermi energy $E_F$ is given by the Friedel sum rule,

$$N=\frac{2}{\pi}\,\delta(E_F). \tag{18}$$

The atom's density of states per spin is

$$\rho_a(E)=\frac{t\sin^2\delta}{\pi V^2\sin k}=\frac{\sin^2\delta}{\pi\,\Gamma/2}. \tag{20}$$

For a unit wave sent in from the left, the outgoing even and odd amplitudes, the amplitude $s$ leaving on the right and the transmission probability are

$$c_e=-e^{2i\delta}\frac{V_L}{V},\qquad c_o=-\frac{V_R}{V}. \tag{23}$$

$$s=\frac{V_Rc_e-V_Lc_o}{V}=-\frac{V_LV_R}{V^2}\left(e^{2i\delta}-1\right). \tag{24}$$

$$\mathcal T(E)=|s|^2=A\sin^2\delta(E),\qquad
A=\frac{4V_L^2V_R^2}{(V_L^2+V_R^2)^2}. \tag{25}$$

The example has $t=2$, $V_L=1.2$, $V_R=0.9$, $\varepsilon=0.3$ and $E_F=0$, all in eV. Then $\Lambda=0$, $\Gamma/2=1.125$ eV, $\cot\delta=0.267$ and $N=0.834$, of which $0.800$ electrons sit on the atom.

**Current and conductance.** Consider right-moving electrons in the left lead, with one spin. In a stretch of $M$ sites, $M\,dk/2\pi$ running-wave states lie in an interval $dk$. An electron in one of them crosses a given point at the rate $v/M$, where $v=(1/\hbar)dE/dk$ is its speed in sites per unit time. If the left reservoir fills these states with probability $f_L$, the transmitted electron rate is

$$J_{L\to R}=\int\frac{dk}{2\pi}\,v\,\mathcal T f_L
=\frac1h\int dE\,\mathcal T(E)f_L(E). \tag{27}$$

The speed has cancelled against the density of states, and $2\pi\hbar=h$. Exchanging $V_L$ and $V_R$ leaves (25) unchanged, so electrons from the right have the same transmission probability. Subtracting their flow, multiplying by the elementary charge $e$ and summing over two spins gives the magnitude of the current,

$$I=\frac{2e}{h}\int dE\,\mathcal T(E)\,[f_L(E)-f_R(E)]. \tag{28}$$

At zero temperature, a small voltage $\phi$ opens a window of width $e\phi$ at $E_F$ in which $f_L-f_R=1$. To first order in $\phi$, $I=(2e/h)\mathcal T(E_F)e\phi$. With (25) and (18),

$$G=\frac{I}{\phi}=\frac{2e^2}{h}A\sin^2\delta(E_F)
=\frac{2e^2}{h}A\sin^2\!\left(\frac{\pi N}{2}\right). \tag{29}$$

For equal couplings this becomes

$$G=\frac{2e^2}{h}\sin^2\delta(E_F). \tag{30}$$

The counting of current-carrying states supplies $2e^2/h$, and $V_L=V_R$ makes $A=1$. The Friedel rule is not needed for (30) itself; it supplies the phase from the charge, as in the last form of (29).

The prefactor was tested by following electrons in time. A chain with 300 sites in each lead was prepared with the left sites lowered and the right sites raised by $0.1$ eV, at thermal energy $0.1$ eV. The offsets were then removed. The left lead is thereby filled to an energy $0.2$ eV higher than the right. The growth of the electron number on the right was measured between times 50 and 130 in units of $\hbar/\text{eV}$, before the fastest waves could return from the walls. The ratio of this electron rate to the rate that (28) predicts for one spin, $I/(2e)$ with the prefactor $1/h$ included, is $1.0000$.

**What the formula says.** In the example,

$$
\begin{aligned}
A&=\frac{4(1.44)(0.81)}{(2.25)^2}=0.922,\\
\sin^2\delta&=\frac{1}{1+(0.267)^2}=0.934,\\
G&=0.9216\times0.9336\times\frac{2e^2}{h}=0.860\,\frac{2e^2}{h}.
\end{aligned}\tag{31}
$$

Since $2e^2/h=77.48\ \mu\text{S}$, this is $66.7\ \mu\text{S}$, or $15.0$ k$\Omega$. Using the atomic population $0.800$ in place of $N$ would give $0.922\sin^2(0.400\pi)=0.834$, which is 3% below the correct $0.860$.

Equation (29) also explains the equal conductances at $\varepsilon=\pm1$ eV. At mid-band $\Lambda=0$, so reversing the sign of $\varepsilon$ reverses $\cot\delta$ and changes $\delta$ into $\pi-\delta$. The charge changes from $N$ to $2-N$, while $\sin^2\delta$ stays the same. Both levels give $\sin^2\delta=1/[1+(1/1.125)^2]=0.559$ and $G=0.515\times2e^2/h$.

If the shifted level $\varepsilon+\Lambda(E_F)$ lies far above $E_F$ compared with $\Gamma$, then $\delta$ and $N$ are small and $G$ falls as $\delta^2$. If it lies far below, $\delta$ approaches $\pi$, $N$ approaches two, and $G$ falls again. A nearly full level conducts as poorly as a nearly empty one. The maximum lies at $N=1$, and near it

$$\sin^2\!\left(\frac{\pi N}{2}\right)=\cos^2\!\left[\frac{\pi(N-1)}{2}\right]
\simeq1-\frac{\pi^2}{4}(N-1)^2. \tag{32}$$

A small charge imbalance thus lowers the conductance in second order. This bears on an atom with one valence electron. Suppose that screening makes the bridge neutral, so that the added electrons balance the one positive charge of the ion core, and that all this charge belongs to the even channel. Then $N=1$ and $G=A\,(2e^2/h)$, whatever the width of the resonance. With equal couplings the result is one conductance quantum. Neutrality is a condition added to the model here; (1) does not enforce it. The example, with $N=0.834$, represents a bridge whose surroundings hold its level above the neutral position.

**When charge no longer fixes conductance.** The derivation used the zero phase of the odd channel. A direct hopping $-w$ between $|l_1\rangle$ and $|r_1\rangle$ removes that property. Take $V_L=V_R$, so that $V^2=2V_L^2$. From (3),

$$|l_1\rangle\langle r_1|+|r_1\rangle\langle l_1|=|e_1\rangle\langle e_1|-|o_1\rangle\langle o_1|, \tag{33}$$

and the new term gives the first even site the energy $-w$ and the first odd site $+w$.

For a chain whose first site has energy $u$, the equation $E\psi_1=-t\psi_2+u\psi_1$, compared with the continued bulk equation, gives $u\psi_1=-t\psi_0$. Inserting (5),

$$u(\sin k\cos\delta+\cos k\sin\delta)=-t\sin\delta,\qquad
\tan\delta=-\frac{u\sin k}{t+u\cos k}. \tag{34}$$

The odd channel has $u_o=w$. In the even channel, eliminating the atom through $b=-V\psi_1/(E-\varepsilon)$ adds $V^2/(E-\varepsilon)$, so $u_e=-w+V^2/(E-\varepsilon)$. The steps (23) to (25), with an odd phase $\delta_o$ and equal couplings, now give

$$\mathcal T=\tfrac14\left|e^{2i\delta_e}-e^{2i\delta_o}\right|^2=\sin^2(\delta_e-\delta_o), \tag{35}$$

whereas level counting in both channels adds the phases:

$$N=\frac{2}{\pi}(\delta_e+\delta_o). \tag{36}$$

A tangent fixes a phase only up to a multiple of $\pi$, so both phases are followed continuously from $w=0$, where $\delta_o=0$ and $0<\delta_e<\pi$. Charge measures the sum of the phases and transmission their difference, so $N$ alone does not determine $G$.

A case with $t=2$, $V_L=V_R=1$, $\varepsilon=0.5$, $w=0.4$ and $E_F=0$ eV shows the size of the failure. Here $u_e=-0.4-2/0.5=-4.4$ eV, so $\tan\delta_e=2.2$ and $\delta_e=1.144$. For the odd channel $\tan\delta_o=-0.2$ and $\delta_o=-0.197$. Equation (35) gives $\mathcal T=0.948$, as does direct matching of the waves in the two leads. Equation (36) gives $N=0.603$; a level count with 300 sites per lead, smeared by $0.06$ eV, gives $0.604$, and with 1000 sites and $0.02$ eV it gives $0.603$. Putting this charge into $\sin^2(\pi N/2)$ would predict $0.66$.

**Corrections for the silver bridge.** The following changes are relative to the example's $G$, with all other settings held fixed.

At finite temperature, (28) averages $\mathcal T$ over an energy range of a few $k_B$ times the temperature. The change is $-0.06\%$ at 300 K and $-0.09\%$ at 358 K, because the resonance is far broader than the thermal energy. Opening the energy window to a read voltage of $0.1$ V changes $G$ by $-0.02\%$. The voltage matters more if it moves the level. A shift of $+0.05$ eV changes $G$ by $-2.3\%$, and a shift of $-0.05$ eV by $+2.1\%$.

Direct tunnelling past the atom can be estimated from a barrier of $3$ eV, for which the wave decays at $\kappa=\sqrt{2m_eB}/\hbar=8.87\ \text{nm}^{-1}$, where $m_e$ is the electron mass and $B$ the barrier height. With an atomic spacing of $0.29$ nm, the lead ends are one spacing further apart than neighbouring atoms. This suggests $w\simeq2e^{-8.87(0.29)}=0.15$ eV. With this hopping, $G$ rises by $4.2\%$. The sign depends on the level: at $\varepsilon=-0.3$ eV the same hopping would lower $G$ by $5.4\%$. The estimate places both bonds at the normal spacing. If the reduced values of $V_L$ and $V_R$ are instead read as stretched bonds with the same decay, the lead ends are further apart, $w$ is about $0.04$ eV, and the rise is only $1.3\%$.

Thermal vibration makes the conductance fluctuate. If the atom moves by $\xi$ towards the right, take $V_L\to V_Le^{-\kappa\xi}$ and $V_R\to V_Re^{\kappa\xi}$. Equations (11) and (25) at mid-band combine to

$$\mathcal T=\frac{4V_L^2V_R^2/t^2}{\varepsilon^2+V^4/t^2}. \tag{37}$$

The product $V_LV_R$ is unchanged, while $dV^2/d\xi=-2\kappa(V_L^2-V_R^2)$ at $\xi=0$. Hence

$$\frac{d\ln\mathcal T}{d\xi}=\frac{4\kappa V^2(V_L^2-V_R^2)/t^2}{\varepsilon^2+V^4/t^2}\simeq9.3\ \text{nm}^{-1}. \tag{38}$$

For a rough vibration quantum of $10$ meV, classical equipartition gives an rms displacement of $0.010$ nm at 300 K, and (38) predicts a spread of about 9%. The full average over a Gaussian displacement gives a spread of $9.0\%$ and a mean change of $-2.2\%$. The spread describes instantaneous values. A quantum of $10$ meV corresponds to a period of $0.4$ ps, so a steady measurement sees only the mean change. The linear term vanishes for equal couplings.

Electron-electron scattering beyond the mean field was estimated to second order in an on-site repulsion $U=2$ eV, a rough screened value. The width at $E_F$ is the sum of the rates at which an added electron and an added hole scatter from carriers of opposite spin. Each rate is set by three factors of $\rho_a$ and by the thermally open phase space. For constant $\rho_a$ the resulting width is $\pi^3U^2\rho_a^3(k_B\Theta)^2$, with $\Theta$ the temperature. Including the energy dependence of $\rho_a$ gives $1.5$ meV at 300 K, or $0.07\%$ of $\Gamma$. This compares two widths; it is not a computed change of $G$. Repulsion beyond the mean field can also shift the level, and so change $G$, by an amount that this width does not measure. Since $U$ is comparable with $\Gamma$, a second-order result is an estimate, and the derivation does not cover a narrow level with strong repulsion.

**Beside a real memory cell.** A related device is a filamentary cell in which silver forms a metallic bridge through an insulator. The hoppings, level, barrier and vibration energy used here are rough model values, not fits to a device. The resistance of $15$ k$\Omega$ is that of the model's single channel; a thicker metallic filament offers more channels and usually has a lower resistance. A series resistance of $300\ \Omega$ in the filament and electrodes would lower the measured conductance by $2.0\%$. The read voltage across two atomic spacings corresponds to a mean field of $1.7$ MV/cm, and the model does not say whether the atoms stay in place under it. Real electrodes are not single chains, and real atoms have further orbitals. For the example's settings, each change of the steady conductance computed here is smaller than 5%; the 9% vibrational spread is averaged out in a slow measurement. The 5% bound depends on the rough barrier height: with both bonds at the normal spacing, direct tunnelling raises $G$ by 5.1% for a barrier of $2.5$ eV and by 6.2% for $2$ eV. The changes of $G$ due to repulsion beyond the mean field, extra orbital channels, phonon emission and atomic rearrangement are not computed. A measured conductance near $2e^2/h$ is therefore compatible with (30), but does not by itself establish that a single resonance carries the current.

## Computed results

```
lead hopping t = 2.00 eV; VL = 1.20 eV; VR = 0.90 eV
atom level eps - E_F = 0.30 eV
left width = 1.440 eV
right width = 0.810 eV
total width Gamma = 2.250 eV
phase delta = 1.3102 rad
sin^2 delta = 0.9336
asymmetry factor A = 0.9216
displaced electrons, formula = 0.8341
displaced electrons, level count = 0.8341
population of atom alone = 0.8000 electrons
conductance quantum 2e^2/h = 77.481 uS
conductance = 0.8604 x 2e^2/h
conductance = 66.67 uS; resistance = 15.00 kohm
table: eps (eV), delta (rad), N counted, G/(2e^2/h)
  -1.00  2.2974  1.4625  0.5148
   0.00  1.5708  1.0000  0.9216
   0.30  1.3102  0.8341  0.8604
   1.00  0.8442  0.5375  0.5148
   2.00  0.5124  0.3262  0.2215
integer level counts checked = 90
equal couplings of 1 eV, same level: G/(2e^2/h) = 0.9174
time-evolution current / Landauer current = 1.00000
direct-path test: eps = 0.5 eV, V = 1.0 eV, w = 0.4 eV
  even phase = 1.1442 rad, odd phase = -0.1974 rad
  N counted = 0.6044; true transmission = 0.9484
  sin^2(pi N/2) would give 0.6611
neglected effects, relative change of G in percent:
  heat at 300 K: -0.0624
  heat at 358 K: -0.0888
  energy window at 0.1 V: -0.0237
  level moved +0.05 eV: -2.34
  level moved -0.05 eV: 2.07
  direct tunnelling past atom: 4.23
  thermal vibration, mean: -2.23
  thermal vibration, rms spread: 8.98
  series resistance 300 ohm: -1.96
barrier = 3.0 eV; atom spacing = 0.29 nm
decay constant = 8.87 1/nm; direct hopping w = 0.153 eV
vibration quantum = 10 meV; rms shift = 0.0100 nm
mean field along bridge = 1.72 MV/cm
repulsion U = 2.0 eV; scattering width = 1.524 meV
scattering width / Gamma = 0.0677 percent
```
